# Coupled Hartree–Fock equations for nuclear spin–spin coupling, part 3

The reduced coupling tensor $\mathcal K_{mn}=\partial^2E/\partial M_{K,m}\partial M_{L,n}$ of nuclear moments $\mathbf M_K,\mathbf M_L$ is to be tested numerically for a closed-shell RHF molecule. Equations are in atomic units, with fine-structure constant $\alpha$, nuclear magneton $\mu_N$, nuclear $g$ factors $g_K,g_L$ and electron $g$ factor $g$. The coupling constant $J$ follows from

$$hJ=g_Kg_L\,\mu_N^2\,\tfrac13\operatorname{Tr}\mathcal K .\tag{9}$$

With $\mathbf r_K$ the electron position relative to nucleus $K$ and $V_K=1/r_K$, the vector potential is $\mathbf A_K=\alpha^2\nabla V_K\times\mathbf M_K$. Its field, and the derivatives of $V=1/r$, are

$$B_c=\alpha^2\big[\partial_c\partial_nV-\delta_{cn}\nabla^2V\big]M_n .\tag{12}$$

$$\partial_c\partial_nV=T_{cn}-\tfrac{4\pi}{3}\delta_{cn}\,\delta(\mathbf r),\qquad T_{cn}=\frac{3r_cr_n-r^2\delta_{cn}}{r^5},\tag{13}$$

The spin perturbation $\sum_{c,m}s_ct^K_{cm}M_{K,m}$ has $t^K_{cm}=\beta[\tfrac{8\pi}3\delta_{cm}\delta(\mathbf r_K)+T_{cm}(\mathbf r_K)]$, $\beta=\tfrac g2\alpha^2$: Fermi-contact (FC) plus spin-dipole (SD). The paramagnetic (PSO) operator and diamagnetic (DSO) tensor, with unperturbed density $\rho$, are

$$\mathbf A_K\cdot\mathbf p=-i\sum_mw^K_mM_{K,m},\qquad \mathbf w^K=\alpha^2\,\frac{\mathbf r_K\times\nabla}{r_K^3}.\tag{15}$$

$$\mathcal K^{\rm DSO}_{mn}=\alpha^4\int\rho(\mathbf r)\,\frac{\delta_{mn}\,\mathbf r_K\cdot\mathbf r_L-r_{L,m}\,r_{K,n}}{r_K^3\,r_L^3}\,d^3r .\tag{17}$$

A determinant with density matrix $D$ has energy

$$E[D]=\sum_{pq}h_{pq}D_{qp}+\tfrac12\sum_{pqrs}\langle pr\|qs\rangle D_{qp}D_{sr},\qquad \langle pr\|qs\rangle=(pq|rs)-(ps|rq).\tag{18}$$

Orbitals $i,j$ are occupied, $a,b$ virtual; $\Delta$ is diagonal with elements $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. Rotations $e^\Omega$, $\Omega=\kappa-\kappa^\dagger$, have real and imaginary amplitudes $\mathbf u,\mathbf v$; spin components $(\mathbf x,\pm\mathbf x)$ are singlet/triplet. The Hessians are

$${}^1A+{}^1B=\Delta+4(ai|bj)-(ab|ij)-(aj|bi),\tag{32}$$

$${}^3A+{}^3B=\Delta-(ab|ij)-(aj|bi),\tag{33}$$

$${}^1A-{}^1B={}^3A-{}^3B=\Delta-(ab|ij)+(aj|bi)\equiv A-B .\tag{34}$$

$$E_2=2\,\mathbf x^TH\,\mathbf x,\tag{35}$$

with $H$ the matching matrix. With ${}^3A=\Delta-(ab|ij)$ and ${}^3B=-(aj|bi)$, the spin-flip block is

$$A=\begin{pmatrix}{}^3A&0\\0&{}^3A\end{pmatrix},\qquad B=\begin{pmatrix}0&{}^3B\\{}^3B&0\end{pmatrix}.\tag{36}$$

Hence $s_x,s_y,s_z$ perturbations all use ${}^3A+{}^3B$. With $h^{K,m}$ the operator multiplying $M_{K,m}$, $D_1^{L,n}$ the induced density matrix, and bold operators denoting virtual–occupied elements,

$$\mathcal K_{mn}-\mathcal K^{\rm DSO}_{mn}=2\big(\mathbf u^{L,n}\cdot\operatorname{Re}\mathbf h^{K,m}+\mathbf v^{L,n}\cdot\operatorname{Im}\mathbf h^{K,m}\big)=\operatorname{Tr}\big(h^{K,m}D_1^{L,n}\big).\tag{28}$$

$$\mathcal K_{mn}=\mathcal K^{\rm DSO}_{mn}-\sum_c\mathbf t^K_{cm}\cdot({}^3A+{}^3B)^{-1}\mathbf t^L_{cn}-4\,\mathbf w^K_m\cdot(A-B)^{-1}\mathbf w^L_n ,\tag{39}$$

With $G=({}^3A+{}^3B)^{-1}$, its inverse's eigenpairs $\omega_k,\mathbf x_k$, and $\mathbf d^K$ the elements $\phi_a(\mathbf R_K)\phi_i(\mathbf R_K)$ at nuclear position $\mathbf R_K$,

$$\mathcal K^{\rm FC\text{-}SD}_{mn}=-\beta^2\,\tfrac{8\pi}3\big[\mathbf d^K\cdot G\,\mathbf T^L_{mn}+\mathbf T^K_{nm}\cdot G\,\mathbf d^L\big].\tag{41}$$

$$\mathcal K^{\rm FC}_{mn}=-\beta^2\big(\tfrac{8\pi}3\big)^2\delta_{mn}\sum_k\frac{(\mathbf d^K\cdot\mathbf x_k)(\mathbf x_k\cdot\mathbf d^L)}{\omega_k}.\tag{42}$$

Each half of (41) is traceless. For a single pair, $(ai|bj)$ and $(aj|bi)$ reduce to $X=(ai|ai)$. In minimal-basis hydrogen, $\phi_a\phi_i$ has opposite signs at the nuclei, making the contact term positive before the triplet instability.

### Worked example: hydrogen chloride

The example is $^1\mathrm H^{35}\mathrm{Cl}$ at the RHF level in the fully uncontracted cc-pVDZ basis, at a bond length of 1.275 Å along $z$, with $K=\mathrm{Cl}$ and $L=\mathrm H$. The program and its output follow this section. There are 48 basis functions and 9 occupied orbitals, so each Hessian has dimension $9\times39=351$. The $g$ factors are $g=2.002319$ for the electron, $g_{\rm H}=5.585695$, and $g_{\rm Cl}=0.5479$, the last entered as an input. Couplings are quoted as $\mathcal K\mu_N^2$, which is an energy.

**Operators.** The program tests (12) by finite differences for a smoothed potential, tests the trace of (13) by comparing derivative integrals of $1/r_K$ with orbital values at the nuclei, and tests selected components of the SD and PSO integrals against direct quadrature of $T_{cn}$ and of (15). The largest quadrature deviation is $1.7\times10^{-4}$, relative to the largest occupied–virtual element after division by $\Delta_{ai}$. The tensor formula (17) is tested against explicit products $\mathbf A_K\cdot\mathbf A_L$ on a second grid, with a tolerance of $2\times10^{-3}$ of the largest element.

**Hessians.** The smallest orbital-energy difference is 16.86 eV, while the lowest eigenvalues are 6.83 eV for ${}^3A+{}^3B$, 8.30 eV for $A-B$ and 8.98 eV for ${}^1A+{}^1B$. All are positive, so the reference is a local minimum in this basis, and the triplet value lies below the singlet one as derived from (32) and (33). The two-electron terms lower the bottom of the spectrum by about one half or more relative to the gap.

Equation (35) is tested by rotating the orbitals with $e^\Omega$ along one fixed unit vector $\mathbf x$, the lowest triplet eigenvector with a random admixture, and differencing the determinant energy (18).

| rotation | finite difference (eV) | $2\mathbf x^TH\mathbf x$ (eV) |
|---|---|---|
| real triplet | 18.83564 | 18.83564 |
| real singlet | 25.23593 | 25.23593 |
| imaginary singlet | 23.57997 | 23.57997 |
| imaginary triplet | 23.57997 | 23.57997 |

The last two rows confirm (34) without using it: two different determinant families have the same curvature. The differences isolate the integrals. Singlet minus triplet is $8\,\mathbf x^T(ai|bj)\mathbf x=25.236-18.836=6.400$ eV, so $\mathbf x^T(ai|bj)\mathbf x=0.800$ eV. Imaginary minus real triplet is $4\,\mathbf x^T(aj|bi)\mathbf x=23.580-18.836=4.744$ eV, so $\mathbf x^T(aj|bi)\mathbf x=1.186$ eV. For a single pair both would equal $X$; they differ because $\mathbf x$ spreads over many pairs.

**Finite-field test.** The independent route to the response part of (39) places a small finite moment on the proton, adds the spin operator in the form (12) and the PSO operator together to the one-electron Hamiltonian, and solves the generalized Hartree–Fock equations with complex two-component orbitals, which assume nothing about real, imaginary, singlet or triplet structure. The expectation values of the FC, SD and PSO operators at chlorine, divided by the moment, estimate (28). All three perturbations are odd under time reversal, so reversing the moment time-reverses the solution and reverses each expectation value. The expectation value is thus odd in the moment, and the relative error of the quotient is of second order in the field strength. The diagonal elements, in units of $10^{-14}$ eV, are as follows; the $yy$ values equal the $xx$ values in all printed digits.

| probe at Cl | finite field | CPHF |
|---|---|---|
| FC $xx$ | 3.54822 | 3.54845 |
| FC $zz$ | −1.32795 | −1.32778 |
| SD $xx$ | −5.03029 | −5.03009 |
| SD $zz$ | 9.87756 | 9.87693 |
| PSO $xx$ | 2.99427 | 2.99424 |
| PSO $zz$ | −0.165251 | −0.165242 |

The program requires each full $3\times3$ block to agree within $2\times10^{-4}$ of its largest element plus a small absolute floor. The largest deviation among the printed elements, relative to the element itself, is $1.3\times10^{-4}$, for FC $zz$. The $yy$ contact element probes $s_y$, so its agreement tests the spin-flip argument built on (36). The PSO probe is compared with the last term of (39) alone although spin perturbations act at the same time, which tests the absence of cross terms; in a further run with only the contact operator on the proton, the PSO probe is required to vanish.

The FC probe measures the contact term plus the first half of (41). Its trace should remove that half: $(2\times3.54822-1.32795)/3=1.9228$, in the same unit, and the contact-only run gives $1.92285$, against the CPHF value $1.9230$. Subtracting the latter from the CPHF column leaves $3.54845-1.9230=1.6254$ for $xx$ and $-1.32778-1.9230=-3.2508$ for $zz$, in the ratio $1:-2$ of a traceless axial tensor.

**Choice of Hessian.** The isotropic values obtained by inserting each matrix into each term are, in units of $10^{-14}$ eV:

| matrix | FC | SD | PSO |
|---|---|---|---|
| ${}^3A+{}^3B$ | 1.9230 | −0.0611 | 1.8840 |
| $A-B$ | 1.4320 | 0.0624 | 1.9411 |
| ${}^1A+{}^1B$ | −4.1200 | 0.0043 | 1.9076 |
| $\Delta$ | 1.2192 | 0.0198 | 0.9563 |

The finite-field references are 1.92285 for FC, $(9.87756-2\times5.03029)/3=-0.0610$ for SD and $(2\times2.99427-0.165251)/3=1.9411$ for PSO. They select the first row for FC and SD and the second row for PSO, and the program asserts that every other entry misses its reference by more than one per cent of the reference. Relative to the correct CPHF value, the contact term is 26% too small with $A-B$, 37% too small with $\Delta$, and of the wrong sign with ${}^1A+{}^1B$. The SD term has the wrong sign with all three alternatives. The PSO term is less sensitive to the choice among coupled matrices, being 2.9% too small with ${}^3A+{}^3B$ and 1.7% too small with ${}^1A+{}^1B$, but it is 51% too small when uncoupled.

**The coupling constant.** The product of nuclear $g$ factors is $5.585695\times0.5479=3.0604$. Equation (9) gives for the contact term $hJ=1.9230\times10^{-14}\times3.0604=5.885\times10^{-14}$ eV and for the PSO term $1.9411\times10^{-14}\times3.0604=5.94\times10^{-14}$ eV. The SD term is $-6.11\times10^{-16}\times3.0604=-1.87\times10^{-15}$ eV. The isotropic sum is $1.9230-0.0611+1.9411+0.0001=3.8031$ in units of $10^{-14}$ eV, so $hJ=3.8031\times10^{-14}\times3.0604=1.164\times10^{-13}$ eV. Division by Planck's constant gives $J=28.1$ Hz, made up of 14.2 Hz (FC), $-0.45$ Hz (SD), 14.4 Hz (PSO) and a negligible DSO part. The measured magnitude is roughly 40 Hz. An uncorrelated calculation at a single geometry in a small Gaussian basis is not a quantitative prediction, and the digits serve to check the equations. The contact term in particular is far from its basis limit. Adding tight functions (four $s$ on hydrogen, two $s$ and one $p$ on chlorine) raises it to 17.3 Hz in uncontracted cc-pVDZ and 17.4 Hz in uncontracted cc-pVTZ, and with diffuse functions as well it becomes 23.5 Hz (aug-cc-pVDZ) and 20.6 Hz (aug-cc-pVTZ), while the PSO term stays between 14.0 and 14.5 Hz and $J$ moves to 31–37 Hz. The near equality of the contact and orbital terms thus belongs to the small basis; in the larger ones the contact term is the larger, and the orbital mechanism still supplies well over a third of $J$.

The perpendicular and parallel elements, in units of $10^{-14}$ eV, are:

| term | $xx$ | $zz$ |
|---|---|---|
| FC | 1.9230 | 1.9230 |
| SD | 0.1099 | −0.4031 |
| FC–SD | −3.5146 | 7.0292 |
| PSO | 2.9942 | −0.1652 |
| DSO | −0.891 | 1.783 |
| total | 0.621 | 10.167 |

The anisotropy $zz-xx$ is 9.55, of which the cross term (41) supplies $7.0292+3.5146=10.54$, DSO $2.67$, PSO $-3.16$ and SD $-0.51$. The term that is absent from $J$ is the largest contributor to the anisotropy. Its size is not converged in this basis: with the tight functions added it rises from 10.5 to between 13 and 14, while the PSO and SD parts move by about 0.1 or less.

Two entries call for explanation. The parallel PSO element is not zero, although the molecule is cylindrically symmetric about $z$. The operator $l_z$ commutes with the Fock operator and maps the occupied space into itself, so by itself it would have no occupied–virtual elements. The PSO operator is $l_z/r_K^3$. It annihilates $\sigma$ orbitals, but it turns an occupied $\pi_x$ orbital into the corresponding $\pi_y$ function multiplied by $r_K^{-3}$, and that product is no longer an occupied orbital and overlaps the virtual $\pi_y$ orbitals. A linear molecule with occupied $\pi$ orbitals therefore has a parallel PSO term, and the finite-field run reproduces its value.

The DSO tensor has sizeable elements and an almost vanishing trace. The trace of (17) is $2\alpha^4\int\rho\,\nabla V_K\cdot\nabla V_L$, whose integrand is negative inside the sphere that has the bond as its diameter, where $\mathbf r_K\cdot\mathbf r_L<0$, and positive outside. For a density spherical about $K$, define $\Phi(r)=\int_r^\infty\rho(r')\,r'^{-2}dr'$, so that $\nabla\Phi=-\rho\,\hat{\mathbf r}/r^2=\rho\nabla V_K$. Integration by parts gives $\int\nabla\Phi\cdot\nabla V_L=-\int\Phi\,\nabla^2V_L=4\pi\Phi(R)$, with $R$ the bond length. The surface term at nucleus $K$ vanishes because $\Phi\sim r^{-1}$ there while the area goes as $r^2$. A spherical density confined within $r<R$ has $\Phi(R)=0$ and contributes nothing to the trace, which removes the chlorine core to the extent that it is spherical. That the remaining contributions of core and valence together cancel so closely here is a numerical finding. The printed isotropic value, $5.6\times10^{-19}$ eV, lies far below the tolerance of the grid test, $2\times10^{-3}\times1.78\times10^{-14}=3.6\times10^{-17}$ eV, so that test cannot tell it from zero and does not vouch for its digits.

**Stretched bond.** At 1.55 Å the lowest eigenvalue of ${}^3A+{}^3B$ falls from 6.83 to 2.39 eV, by 65%, and that of $A-B$ from 8.30 to 5.79 eV, by 30%. The PSO contribution changes from 14.36 to 11.29 Hz, by $-3.1$ Hz, whereas the contact contribution changes from 14.23 to $-64.96$ Hz, by $-79.2$ Hz. The program asserts that the triplet eigenvalue stays positive, decreases and lies below the imaginary one, and that the contact change exceeds the PSO change in magnitude. The contact term also reverses its sign, contrary to the positive result of the minimal-basis hydrogen model. Equation (42) permits this, since a mode contributes negatively when its spin density has the same sign at both nuclei. The hydrogen argument relied on $s$ orbitals at both ends of the bond, whereas a chlorine $p$ orbital vanishes at its own nucleus, so the sign of the spin density there is set by the values of all the occupied and virtual $\sigma$ orbitals at that nucleus, to which the chlorine $s$ functions and the tails of the hydrogen functions both contribute. The program does not resolve (42) into modes or determine the symmetry of the lowest eigenvector, which may differ between the two bond lengths. A mode of $\pi$ type has no spin density at the nuclei and contributes nothing to (42), and the terms of all the other modes also change with the bond length. The fall of the lowest eigenvalue therefore does not by itself explain the change of the contact term. What the numbers do show is that the term built on ${}^3A+{}^3B$ changes strongly, and reverses its sign, between two bond lengths at both of which that matrix is positive definite. The size of the change depends on the basis: in uncontracted cc-pVTZ with the tight functions the contact term goes from 17.4 to $-77.1$ Hz, so the reversal persists but the digits do not. No correlated reference is computed at 1.55 Å, so how much of this change is an error of the single-determinant description is not determined here.

## Numbers as computed

```
R = 1.275 angstrom, basis functions = 48, occupied = 9, ov pairs = 351
g_e = 2.002319, g_H = 5.585695, g_35Cl = 0.5479 (input)
RHF energy = -12519.6855 eV, HOMO-LUMO gap = 16.8595 eV
max relative error, SD and PSO integrals vs quadrature = 1.7e-04
lowest eigenvalue of 3A+3B = 6.8334 eV
lowest eigenvalue of A-B = 8.3020 eV
lowest eigenvalue of 1A+1B = 8.9754 eV
E2 real triplet: finite diff 18.83564 eV, 2x(3A+3B)x 18.83564 eV
E2 real singlet: finite diff 25.23593 eV, 2x(1A+1B)x 25.23593 eV
E2 imag singlet: finite diff 23.57997 eV, 2x(A-B)x 23.57997 eV
E2 imag triplet: finite diff 23.57997 eV, 2x(A-B)x 23.57997 eV
K mu_N^2 in eV, probe on Cl, all mechanisms on H: finite field | CPHF
  FC xx: 3.54822e-14 | 3.54845e-14 eV
  FC yy: 3.54822e-14 | 3.54845e-14 eV
  FC zz: -1.32795e-14 | -1.32778e-14 eV
  SD xx: -5.03029e-14 | -5.03009e-14 eV
  SD yy: -5.03029e-14 | -5.03009e-14 eV
  SD zz: 9.87756e-14 | 9.87693e-14 eV
  PSO xx: 2.99427e-14 | 2.99424e-14 eV
  PSO yy: 2.99427e-14 | 2.99424e-14 eV
  PSO zz: -1.65251e-15 | -1.65242e-15 eV
FC-only field, FC probe zz: 1.92285e-14 eV
isotropic K mu_N^2 with each Hessian (FC, SD, PSO) in eV
  3A+3B: 1.9230e-14, -6.1085e-16, 1.8840e-14 eV
  A-B: 1.4320e-14, 6.2378e-16, 1.9411e-14 eV
  1A+1B: -4.1200e-14, 4.3018e-17, 1.9076e-14 eV
  uncoupled: 1.2192e-14, 1.9805e-16, 9.5629e-15 eV
CPHF K mu_N^2 (perpendicular xx, parallel zz) in eV
  FC: 1.9230e-14, 1.9230e-14 eV
  SD: 1.0994e-15, -4.0313e-15 eV
  FC-SD: -3.5146e-14, 7.0292e-14 eV
  PSO: 2.9942e-14, -1.6524e-15 eV
  DSO: -8.9130e-15, 1.7828e-14 eV
  total: 6.2131e-15, 1.0167e-13 eV
isotropic results for 1H-35Cl
  FC: K mu_N^2 = 1.9230e-14 eV, hJ = 5.8853e-14 eV, J = 14.23 Hz
  SD: K mu_N^2 = -6.1085e-16 eV, hJ = -1.8694e-15 eV, J = -0.45 Hz
  PSO: K mu_N^2 = 1.9411e-14 eV, hJ = 5.9405e-14 eV, J = 14.36 Hz
  DSO: K mu_N^2 = 5.5503e-19 eV, hJ = 1.6986e-18 eV, J = 0.00 Hz
  total: K mu_N^2 = 3.8031e-14 eV, hJ = 1.1639e-13 eV, J = 28.14 Hz
R = 1.55 angstrom: lowest 3A+3B = 2.3903 eV, lowest A-B = 5.7887 eV
  K mu_N^2: FC = -8.7777e-14 eV, PSO = 1.5252e-14 eV
  J: FC = -64.96 Hz, PSO = 11.29 Hz
```
